\section*{Image-charge reduction of a molecular transport gap near a metal}

\section*{Problem}

A small flat aromatic molecule, similar to benzene, is weakly held above a gold surface. Its centre of charge lies $z=0.30$ nm outside the image plane of the metal, with vacuum between them. As rough inputs, take an ionization energy $I=9$ eV and an electron affinity $A=-1$ eV for the free molecule, and a work function of 5 eV for the surface. Treat the metal as perfect and the charged molecule as a point ion.

(a) By how much, and in which direction, does the metal shift the highest occupied level (HOMO) and the lowest unoccupied level (LUMO)?

(b) What happens to the transport gap?

(c) How does the answer depend on $z$, and how far can the point-ion estimate be trusted?

\section*{What the gap measures}

Let $E(N)$ be the ground-state energy of the neutral molecule with $N$ electrons. With the nuclei held fixed, define
\begin{align}
I&=E(N-1)-E(N),\\
A&=E(N)-E(N+1).
\end{align}
The removed or added electron is counted at rest at the vacuum level, which is the zero of energy. The transport gap is
\begin{equation}
G=I-A=E(N-1)+E(N+1)-2E(N).
\end{equation}
It is the cost of making one cation and one anion, far apart, from two neutral molecules. In a level diagram the HOMO is drawn at $-I$ and the LUMO at $-A$, so their separation is $-A-(-I)=G$. The gap therefore involves charged molecules, and a charge near a metal is stabilized by the charge it induces there.

\section*{The potential of the induced charge}

Let the metal fill the region below height $h=0$, and place a charge $q$ at height $z$. A perfect metal keeps its surface at one potential, taken as zero. Try the potential of the real charge together with a charge $-q$ at height $-z$. At height $h\ge 0$ and lateral distance $\rho$ from the axis,
\begin{equation}
\phi=\frac{q}{4\pi\varepsilon_0}\left[
\frac{1}{\sqrt{\rho^2+(h-z)^2}}-\frac{1}{\sqrt{\rho^2+(h+z)^2}}\right].
\end{equation}
At $h=0$ the two square roots are equal, so $\phi=0$ on the whole surface. The second charge lies inside the metal region, so outside the metal the trial potential has the real charge as its one source. It also vanishes far away.

No other potential meets these conditions. The difference between two solutions would have no source outside the metal and would be zero on the surface and at infinity. A solution of Laplace's equation takes its largest and smallest values on the boundary, so this difference is zero everywhere outside.

The second term is thus the potential of the induced surface charge, as seen from outside. At the position of the ion, $\rho=0$ and $h=z$, it equals
\begin{equation}
\phi_{\rm ind}=-\frac{q}{4\pi\varepsilon_0(2z)}=-\frac{q}{8\pi\varepsilon_0 z}.
\end{equation}
For $q=+e$ and $z=0.30$ nm this is $-2.40$ V.

The same potential can be found without an image. The surface charge on a grounded disc of radius 30 nm was solved numerically from the condition that the total potential vanish on the disc. It gives $-2.400$ V at the ion, and doubling the number of rings from 100 to 200 changes this by less than $10^{-4}$ V.

\section*{From potential to energy: the factor one half}

The energy is not $q\phi_{\rm ind}$, because the induced charge was not in place before the ion arrived. It grows as the ion approaches. The work follows from the force. The image charge $-q$ is a distance $2z$ away, so the force along the outward normal is
\begin{equation}
F(z)=-\frac{q^2}{4\pi\varepsilon_0(2z)^2}=-\frac{q^2}{16\pi\varepsilon_0z^2}.
\end{equation}
The minus sign means attraction towards the metal. With the energy set to zero at infinite distance,
\begin{align}
W(z)&=-\int_\infty^z F(z')\,dz'
=\frac{q^2}{16\pi\varepsilon_0}\int_\infty^z\frac{dz'}{z'^2}\\
&=\frac{q^2}{16\pi\varepsilon_0}\left[-\frac1{z'}\right]_\infty^z
=-\frac{q^2}{16\pi\varepsilon_0z}=\frac12\,q\phi_{\rm ind}.
\end{align}
The half can also be seen by building up the charge at fixed $z$. When the charge has reached $q'$, the induced potential is proportional to $q'$, and the integral of a linear function from 0 to $q$ gives half of the final product.

The force from the disc's surface charge tests this factor. Integrated from 3.0 nm to 0.30 nm, it gives an energy change of $-1.080$ eV. The formula gives $-(1.200-0.120)=-1.080$ eV. Without the half, the change would be twice as large.

\section*{Two shifts of opposite sign}

Both ions have $q^2=e^2$, so both are lowered by the same positive amount
\begin{equation}
P=\frac{e^2}{16\pi\varepsilon_0z}.
\end{equation}
The neutral molecule has no net charge, and in this estimate its energy is left unchanged. A real flat aromatic molecule also has a quadrupole, whose image lowers both levels by roughly 0.1 eV at this distance. That common displacement is neglected here and cancels in the gap. With primes for values near the metal,
\begin{align}
I'&=[E(N-1)-P]-E(N)=I-P,\\
A'&=E(N)-[E(N+1)-P]=A+P.
\end{align}
It becomes easier to remove an electron, and more energy is gained by adding one. The HOMO moves from $-I$ to $-I+P$, which is upward. The LUMO moves from $-A$ to $-A-P$, which is downward. Hence
\begin{equation}
G'=I'-A'=(I-P)-(A+P)=G-2P,
\qquad 2P=\frac{e^2}{8\pi\varepsilon_0z}.
\end{equation}

An interface dipole acts differently. If it raises every electron level on the molecule by $\Delta$, then $I'$ and $A'$ both fall by $\Delta$, and their difference does not change. It alters the position of the levels relative to the metal, but not the gap.

\section*{Numbers for the molecule}

It is convenient to write
\begin{equation}
K=\frac{e^2}{4\pi\varepsilon_0}=1.44\ \text{eV nm},\qquad P=\frac{K}{4z}.
\end{equation}
Then
\begin{align}
P&=\frac{1.44\ \text{eV nm}}{4\times0.30\ \text{nm}}=1.2\ \text{eV},\\
2P&=2.4\ \text{eV}=3.8\times10^{-19}\ \text{J}.
\end{align}
The levels and the gap become
\begin{align}
\text{HOMO:}&\quad -9.0+1.2=-7.8\ \text{eV},\\
\text{LUMO:}&\quad +1.0-1.2=-0.2\ \text{eV},\\
G'&=-0.2-(-7.8)=7.6\ \text{eV}.
\end{align}
The free molecule had a gap of 10 eV.

The negative affinity means that the free anion can lose its extra electron spontaneously. Its level is a resonance, roughly 1 eV above the vacuum level. For such an ion, $E(N+1)$ means the energy of the resonance, not that of the true ground state, in which the extra electron is far away. In this estimate the metal brings the level just below the vacuum level. The rough input does not affect $2P$, but it does affect the final gap of 7.6 eV.

The derivation assumed a neutral molecule at the start. This must be checked against the Fermi level, at $-5$ eV. The HOMO lies 2.8 eV below it and the LUMO 4.8 eV above it, so neither level has crossed. The thermal energy at 300 K is 0.026 eV, far too small to alter this.

\section*{Dependence on distance}

The table keeps the free-molecule gap fixed at 10 eV and changes the distance alone.

\begin{center}
\begin{tabular}{cccc}
\hline
$z$ (nm) & shift of each level (eV) & gap reduction (eV) & gap (eV)\\
\hline
0.20 & 1.80 & 3.60 & 6.40\\
0.25 & 1.44 & 2.88 & 7.12\\
0.30 & 1.20 & 2.40 & 7.60\\
0.35 & 1.03 & 2.06 & 7.94\\
\hline
\end{tabular}
\end{center}

For a small change of distance, differentiating $2P=K/(2z)$ gives
\begin{equation}
\delta(2P)=-\frac{K}{2z^2}\,\delta z=-2P\,\frac{\delta z}{z}.
\end{equation}
A displacement of 0.05 nm is one sixth of $z$, so this linear rule predicts a change of 0.40 eV. The table gives an increase of 0.48 eV on moving closer and a decrease of 0.34 eV on moving away. The two differ because $1/z$ is a curved function.

At large distance the reduction fades as $1/z$, and the free-molecule gap returns. At short distance the formula grows without limit, which marks its failure. With the present inputs, the HOMO would reach the Fermi level when $P=9-5=4$ eV, that is at $z=0.36/4=0.09$ nm. The electron cloud of the molecule extends at least this far above and below its nuclei, so a point ion and a sharp plane no longer describe the system there.

\section*{Charge spread over the molecule}

The added charge occupies a ring, not a point. Place $e/6$ on each corner of a hexagon of radius $a=0.14$ nm, parallel to the surface. Each charge interacts with the images of all six, and the factor one half applies as before:
\begin{equation}
P_{\rm ring}=\frac12\sum_{i,j=1}^{6}\frac{K}{36}\,
\frac{1}{\sqrt{d_{ij}^2+4z^2}}.
\end{equation}
Seen from one corner, the lateral distances $d_{ij}$ are $0$ once, $a$ twice, $\sqrt3a$ twice and $2a$ once. All six corners are equivalent, so the double sum is six times the sum from one corner:
\begin{equation}
P_{\rm ring}=\frac{K}{12}\left[\frac1{2z}+\frac2{\sqrt{4z^2+a^2}}
+\frac2{\sqrt{4z^2+3a^2}}+\frac1{\sqrt{4z^2+4a^2}}\right].
\end{equation}
Every lateral distance lengthens the path to an image and weakens the attraction. The gap reduction becomes $2P_{\rm ring}=2.28$ eV, about 5\% below the point-ion value. In a real ion, part of the net charge lies on the hydrogens, farther out than this ring. This is not included here, and it is not negligible. To leading order the correction scales with the mean square radius of the charge. If about half of the charge sits on hydrogens at 0.25 nm, that mean square radius doubles, and the gap reduction falls by a further 0.1 eV or so.

The charge also extends above and below the ring. Dividing it equally between two copies of the ring, displaced by a rough 0.07 nm up and down, raises the reduction to 2.33 eV. The vertical distances to the images are now $2z$ for half of the pairs, and $2z\pm0.14$ nm for a quarter each. Their mean is still $2z$, but the attraction gained by the closer pairs exceeds the loss of the farther ones.

\section*{Polarization of the ion}

The image charge also polarizes the ion. Its field at the ion has magnitude
\begin{equation}
E_0=\frac{e}{4\pi\varepsilon_0(2z)^2},
\end{equation}
which is $1.44/0.60^2=4.0$ V/nm, or 40 MV/cm. Let the ion acquire a vertical dipole $p$, counted positive along this field, and let $\alpha$ be its vertical polarizability volume. Reflection in the plane combined with a change of sign of the charge leaves a vertical dipole pointing the same way. The image dipole therefore produces a field $2p/[4\pi\varepsilon_0(2z)^3]$ at the ion, parallel to $p$. The energy is
\begin{equation}
W(p)=-P-pE_0-\frac{p^2}{4\pi\varepsilon_0(2z)^3}
+\frac{p^2}{8\pi\varepsilon_0\alpha}.
\end{equation}
The last term is the cost of distorting the ion. The third is half of $-p$ times the image dipole's field. The second has no half, because it collects two equal halves: the dipole in the field of the image charge, and the charge in the potential of the image dipole. Setting $dW/dp=0$ gives
\begin{equation}
\frac{p}{4\pi\varepsilon_0}\left[\frac1\alpha-\frac{2}{(2z)^3}\right]=E_0 .
\end{equation}
The two terms quadratic in $p$ then add up to $pE_0/2$, so the minimum is $W=-P-pE_0/2$. The extra stabilization is
\begin{equation}
P_{\rm pol}=\frac{pE_0}{2}=\frac{4\pi\varepsilon_0E_0^2}{2\left[1/\alpha-2/(2z)^3\right]} .
\end{equation}
With a rough $\alpha=0.007$ nm$^3$, the bracket is $142.9-9.3=133.6$ nm$^{-3}$. Since $4\pi\varepsilon_0E_0^2=K/(2z)^4=11.1$ eV nm$^{-3}$, the result is $P_{\rm pol}=0.042$ eV. For the other ion both field and dipole reverse, so its energy falls equally if its polarizability is the same. The gap shrinks by a further 0.08 eV.

Adding this to the spread-charge value gives about 2.42 eV. The closeness to 2.4 eV comes from corrections of opposite sign that nearly cancel for these inputs. It is not a measure of the accuracy of the estimate. The charge on the hydrogens, left out of this sum, would bring it down to about 2.3 eV.

\section*{A molecule with interacting electrons}

The argument assigned one classical energy to each ion. A small quantum model tests whether the two shifts survive when the electrons can move and repel one another. It has six electrons on the six ring sites, with nearest and second-neighbour hopping of 2.4 and 0.3 eV. If $n_i$ is the number of electrons on site $i$, its net charge in units of $e$ is $q_i=1-n_i$, and the interaction energy is
\begin{equation}
H_{\rm int}=\frac12\sum_{i,j}q_iq_j\left[
\frac{U}{\sqrt{1+(Ud_{ij}/K)^2}}-\frac{K}{\sqrt{d_{ij}^2+4z^2}}\right],
\end{equation}
with $U=11$ eV. The second term is the metal and is omitted for the free ring. These are round model parameters, not a calculation of benzene.

Exact diagonalization gives a gap of 11.36 eV for the free ring and 9.08 eV near the metal. The ionization energy falls by 1.14 eV and the affinity rises by 1.14 eV. The total reduction of 2.28 eV agrees with the fixed ring of charge. Second-neighbour hopping removes the exact symmetry between electrons and holes, but the six sites remain equivalent. The neutral ring therefore has no average charge on any site. Each ion has a degenerate pair of ground states, and averaged over the pair it carries one sixth of its charge per site. This symmetry alone does not fix the shifts, because the image energy depends on the average of the product $q_iq_j$, not on the average charges. With hoppings ten times weaker, the added charge sits on one site at a time, and the same symmetric ring gives shifts of 1.19 eV, close to the point-ion value. What the model shows is that for the parameters above, where the electrons are delocalized, the fixed ring of charge is a good description.

The lowest excitation of the neutral ring, at 3.59 eV, changes by just 0.02 eV. This state is not a spin singlet, so light does not produce it directly. The strongly absorbing state of the same model, near 6.9 eV, moves down by about 0.08 eV, which is still small beside $2P$. In both cases the molecule stays neutral and no net charge is created. The reduction $2P$ should therefore not be subtracted from an optical gap when the excitation stays on the molecule.

\section*{Comparison with a real interface}

One large uncertainty is the meaning of the distance. The image plane of a real metal lies outside the outermost nuclei, by roughly 0.1 nm. A molecule 0.30 nm from the image plane is then about 0.4 nm above those nuclei, which is farther than benzene lying directly on gold, at roughly 0.3 nm. For direct contact, a distance near 0.2 nm from the image plane is more suitable, and the point-ion formula gives 3.6 eV instead of 2.4 eV. The example thus describes a molecule held somewhat away from the surface. The corrections also grow at contact: at 0.20 nm the flat-ring formula gives a reduction of about 3.25 eV, not 3.6 eV. The sharp image plane and the neglect of overlap with the metal are less secure there as well.

Electron exchange with the metal broadens the levels. For a rough width of 0.3 eV, the residence time $\hbar/(0.3\ \text{eV})$ is 2.2 fs. A metal whose plasmon energy is roughly 5 eV responds in about $\hbar/(5\ \text{eV})=0.13$ fs. The metal is then faster by a factor of about 17. The surface plasmon of gold lies lower, at roughly 2.5 to 3 eV, which brings the factor down to about 10 or slightly less. Either value supports the use of a fully formed image. With strong bonding, the width can become comparable with the shifts, and separate molecular levels of definite charge cease to be a good description.

The estimate also treats one molecule alone. In a dense layer, neighbouring molecules polarize around the ion and change the gap further, an effect not sized here. For a molecule much longer than $2z$, the charge can spread over lateral distances larger than the distance to its image, and the point-ion value is then too large. For the small ring at a known distance of 0.30 nm, the corrections evaluated above are each about 0.1 eV or less, and the charge on the hydrogens adds another of about that size, whereas an error of 0.05 nm in the distance matters by 0.3 to 0.5 eV. The computed values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
e^2/(4 pi eps0): 1.4400 eV nm
distance from image plane: 0.30 nm
one quarter of e^2/(4 pi eps0): 0.3600 eV nm
shift of each level P: 1.200 eV
gap reduction 2P: 2.400 eV = 3.845e-19 J
induced potential at ion, image formula: -2.3999 V
induced potential at ion, disc solution: -2.4000 V
disc radius: 30 nm
change from 100 to 200 rings: 0.00007 V
start of work path: 3.0 nm
work energy from disc force: -1.0801 eV
same energy difference from formula: -1.0800 eV
input ionization energy (rough): 9.0 eV
input electron affinity (rough): -1.0 eV
input work function (rough): 5.0 eV
HOMO, gas and near metal: -9.00, -7.80 eV
LUMO, gas and near metal: 1.00, -0.20 eV
gap, gas and near metal: 10.00, 7.60 eV
ring model radius: 0.14 nm
ring model hoppings: 2.4, 0.3 eV
ring model on-site repulsion: 11.0 eV
ring model gap, gas: 11.363 eV
ring model gap, near metal: 9.079 eV
ring model change of I: -1.143 eV
ring model change of A: 1.141 eV
ring model gap reduction: 2.284 eV
ring model neutral excitation, gas: 3.593 eV
ring model neutral excitation change: 0.023 eV
gap reduction, charge spread on flat ring: 2.283 eV
lobe height above and below ring (rough): 0.07 nm
gap reduction, ring with two lobes: 2.334 eV
image field at ion: 40.0 MV/cm
vertical polarizability volume (rough): 0.007 nm^3
extra gap reduction from ion polarization: 0.083 eV
gap reduction with spread and polarization: 2.417 eV
gap reduction at 0.20 nm: 3.60 eV
gap reduction at 0.25 nm: 2.88 eV
gap reduction at 0.35 nm: 2.06 eV
level width (rough): 0.3 eV
electron residence time: 2.19 fs
metal plasmon energy (rough): 5.0 eV
metal response time: 0.13 fs
thermal energy at 300 K: 0.0259 eV
Fermi level to nearer molecular level: 2.80 eV
\end{verbatim}
